\section*{First-order pseudopotentials of a displacement wave and their macroscopic divergence, part 1}

(Sections cited here and not found follow in the second part.)

\section{From displaced planes to the two first-order potentials}

Consider point ions of charge $Z$ arranged in parallel planes at $x_j=jd$, with one ion per area $A$ in each plane. The volume per ion is $\Omega=Ad$. In Hartree atomic units, an electron at distance $r$ from an ion has potential energy $-Z/r$. Every potential below is an electron potential energy in this sense.

Move one ion by a small distance $u$ along $x$. Its potential becomes $-Z/|\mathbf r-u\hat{\mathbf x}|$, and the change per unit $u$ is
\begin{equation}
-\frac{\partial}{\partial x}\left(-\frac{Z}{r}\right)=-\frac{Zx}{r^3}.
\end{equation}
The minus sign in front arises because moving the source forward is equivalent to moving the observer back. If all ions of one plane move together, the change averaged over directions parallel to the plane is
\begin{equation}
-\frac{Zx}{A}\int_0^\infty\frac{2\pi s\,ds}{(s^2+x^2)^{3/2}}
=-\frac{2\pi Z}{A}\frac{x}{|x|},
\end{equation}
because the integral of $s(s^2+x^2)^{-3/2}$ is $1/|x|$. The averaged potential therefore jumps by $-4\pi Z/A$ on crossing the displaced plane and is constant on either side.

Now give plane $j$ the displacement $u\,e^{iqx_j}$, where $N_p$ planes fit a whole number of wavelengths into the length $L=N_pd$ and $e^{iqd}\ne1$. The complex amplitude is a device whose real meaning is explained below. The jumps add up to zero over $L$, so the averaged first-order potential $W(x)$ is a periodic staircase with
\begin{equation}
\frac{dW}{dx}=-\frac{4\pi Z}{A}\sum_j e^{iqx_j}\,\delta(x-x_j).
\end{equation}
Let $W_p=L^{-1}\int_0^L e^{-ipx}W\,dx$. Integration by parts makes the corresponding coefficient of $dW/dx$ equal to $ipW_p$. At $p=q$ the phases in the sum cancel and each of the $N_p$ planes contributes one, so that
\begin{equation}
iqW_q=-\frac{4\pi Z}{A}\frac{N_p}{L}=-\frac{4\pi Z}{\Omega},
\qquad
W_q=\frac{i4\pi Z}{\Omega q}.
\label{eq:sheet}
\end{equation}
The displacement amplitude is fixed, yet the potential grows as the wavelength increases. Neighbouring planes produce jumps of nearly the same phase, and a longer wave lets more of them accumulate before they reverse. The phases also cancel at $p=q+2\pi n/d$, where the same calculation gives $i4\pi Z/(\Omega p)$. For $n\neq0$ this stays finite as $q\to0$, so in this model the divergence is confined to the component that varies as slowly as the displacement itself.

A crystal described by pseudopotentials differs in two respects. The ions have a soft core instead of a point charge, and part of their potential is nonlocal. Let the crystal have $N$ cells of volume $\Omega$ with periodic boundary conditions over the whole volume $N\Omega$. Lattice vectors are $\mathbf R$ and reciprocal lattice vectors are $\mathbf G$. One sublattice, with ions at $\mathbf R+\boldsymbol\tau$, is displaced along the Cartesian direction $\alpha$ by
\begin{equation}
u_\alpha(\mathbf R)=u\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau)} .
\label{eq:pattern}
\end{equation}
The wave vector $\mathbf q$ is compatible with the boundary conditions and is not a reciprocal lattice vector. Since the response is linear at first order, several moving sublattices are treated by adding their contributions.

Each ion at position $\mathbf x$ contributes
\begin{equation}
V_{\mathbf x}=v(\mathbf r-\mathbf x)+\sum_{ij}|\beta_i^{\mathbf x}\rangle D_{ij}\langle\beta_j^{\mathbf x}|,
\qquad
\beta_i^{\mathbf x}(\mathbf r)=\beta_i(\mathbf r-\mathbf x).
\end{equation}
The local function $v(r)$ is spherical and approaches $-Z/r$ outside the core, with $Z$ the ionic charge seen by the valence electrons. The projectors $\beta_i$ are localized, and $D$ is a Hermitian matrix. Norm conservation lets the orbitals obey an ordinary eigenvalue problem with unit overlap. If the overlap operator itself contained functions attached to the ions, its derivative would enter the perturbation as well, and the formulas below would be incomplete.

The first-order potential per unit $u$ is
\begin{equation}
V^{(1)}_{\mathbf q}=\sum_{\mathbf R}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau)}
\left.\frac{\partial V_{\mathbf x}}{\partial x_\alpha}\right|_{\mathbf x=\mathbf R+\boldsymbol\tau}.
\label{eq:def}
\end{equation}
Each derivative is Hermitian because $V_{\mathbf x}$ is Hermitian for every real $\mathbf x$. Taking the adjoint only conjugates the phase, which gives $V^{(1)}_{-\mathbf q}=(V^{(1)}_{\mathbf q})^\dagger$. The real displacement $u\cos[\mathbf q\cdot(\mathbf R+\boldsymbol\tau)]$ is half the sum of the waves $\mathbf q$ and $-\mathbf q$, and its perturbation is
\begin{equation}
\frac u2\left(V^{(1)}_{\mathbf q}+V^{(1)}_{-\mathbf q}\right),
\end{equation}
which is Hermitian. It is therefore enough to treat one complex wave.

Plane waves are normalized over the crystal, $\langle\mathbf r|\mathbf K\rangle=(N\Omega)^{-1/2}e^{i\mathbf K\cdot\mathbf r}$, and transforms are defined by
\begin{equation}
f(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}f(\mathbf r)\,d^3r .
\end{equation}
Substituting $\mathbf r=\mathbf x+\mathbf s$ shows that the transform of a shifted function $f(\mathbf r-\mathbf x)$ is $e^{-i\mathbf K\cdot\mathbf x}f(\mathbf K)$.

The Coulomb tail makes this integral for $v$ conditionally defined, so its meaning must be fixed. The function $\nabla^2v$ is localized, because $\nabla^2(1/r)=0$ away from the origin. In the periodic crystal the local potential is determined, up to a constant, by its Laplacian, with a uniform background removing the average source. For a component $\mathbf Q\neq0$ the Laplacian multiplies by $-Q^2$, and the background does not contribute. The appropriate transform is therefore
\begin{equation}
v(\mathbf Q)=-\frac{1}{Q^2}\int e^{-i\mathbf Q\cdot\mathbf r}\,\nabla^2v(r)\,d^3r,
\qquad \mathbf Q\ne0 .
\label{eq:laplace}
\end{equation}
Being the transform of a spherical function, it depends on $Q=|\mathbf Q|$ alone.

For one ion at $\mathbf x$, the local matrix element is
\begin{equation}
\langle\mathbf K|v(\mathbf r-\mathbf x)|\mathbf K'\rangle
=\frac{1}{N\Omega}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf x}\,v(\mathbf K-\mathbf K').
\end{equation}
The ion position occurs in the exponential alone. Differentiation with respect to $x_\alpha$ therefore multiplies the element by $-i(\mathbf K-\mathbf K')_\alpha$.

For the separable part, each projector has the amplitude
\begin{equation}
\langle\mathbf K|\beta_i^{\mathbf x}\rangle
=\frac{1}{\sqrt{N\Omega}}e^{-i\mathbf K\cdot\mathbf x}\beta_i(\mathbf K).
\end{equation}
The ion position now occurs in both the ket and the bra. By the product rule,
\begin{equation}
\frac{\partial}{\partial x_\alpha}\sum_{ij}|\beta_i^{\mathbf x}\rangle D_{ij}\langle\beta_j^{\mathbf x}|
=\sum_{ij}\left(|\partial_\alpha\beta_i^{\mathbf x}\rangle D_{ij}\langle\beta_j^{\mathbf x}|
+|\beta_i^{\mathbf x}\rangle D_{ij}\langle\partial_\alpha\beta_j^{\mathbf x}|\right),
\end{equation}
where $\partial_\alpha$ acts on $\mathbf x$. In the plane-wave element the first term brings down $-iK_\alpha$. The second contains the conjugate amplitude $e^{+i\mathbf K'\cdot\mathbf x}$ and brings down $+iK'_\alpha$. Their sum is again $-i(\mathbf K-\mathbf K')_\alpha$. With the abbreviation
\begin{equation}
S(\mathbf K,\mathbf K')=\sum_{ij}\beta_i(\mathbf K)D_{ij}\beta_j^*(\mathbf K'),
\end{equation}
the derivative of the separable element is
\begin{equation}
-\frac{i(\mathbf K-\mathbf K')_\alpha}{N\Omega}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf x}S(\mathbf K,\mathbf K').
\end{equation}
The common prefactor expresses a common fact: the derivative of any operator $V$ with respect to a rigid shift along $\alpha$ is $-i[p_\alpha,V]$, where $\mathbf p$ is the momentum operator. The difference between the two parts is that $v$ depends on the transfer $\mathbf K-\mathbf K'$, while $S$ depends on both wave vectors separately.

The sum over ions in (\ref{eq:def}) is the same for both parts:
\begin{equation}
\sum_{\mathbf R}e^{i(\mathbf q-\mathbf K+\mathbf K')\cdot(\mathbf R+\boldsymbol\tau)}.
\end{equation}
Write $\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$. The sum over $\mathbf R$ factors into three geometric series, each running over a complete period of the boundary conditions. A series vanishes unless its ratio is one. The whole sum thus vanishes unless $\mathbf K-\mathbf K'-\mathbf q$ is a reciprocal lattice vector. For an initial wave vector $\mathbf K'=\mathbf k+\mathbf G'$, the final one must have the form $\mathbf K=\mathbf k+\mathbf q+\mathbf G$. This is the coupling of $\mathbf k$ to $\mathbf k+\mathbf q$. In the allowed case the exponent is $-i(\mathbf G-\mathbf G')\cdot(\mathbf R+\boldsymbol\tau)$. Since $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}=1$, the sum equals $N e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}$, and the factor $N$ cancels the one in the normalization.

The two first-order elements are
\begin{align}
V^{\rm loc}_{\mathbf G\mathbf G'}
&=-\frac{i}{\Omega}(\mathbf q+\mathbf G-\mathbf G')_\alpha
e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}
v(\mathbf q+\mathbf G-\mathbf G'),
\label{eq:loc}\\
V^{\rm sep}_{\mathbf G\mathbf G'}
&=-\frac{i}{\Omega}(\mathbf q+\mathbf G-\mathbf G')_\alpha
e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}
S(\mathbf k+\mathbf q+\mathbf G,\mathbf k+\mathbf G').
\label{eq:sep}
\end{align}
Here $\mathbf q$ does not appear in the structure phase, because the pattern (\ref{eq:pattern}) evaluates the wave at the actual ion position.

The product form of the separable part should be kept when it acts on an orbital with coefficients $c(\mathbf G')$. Define the projections
\begin{align}
p_j&=\sum_{\mathbf G'}\beta_j^*(\mathbf k+\mathbf G')e^{i\mathbf G'\cdot\boldsymbol\tau}c(\mathbf G'),\\
p_{j\alpha}&=\sum_{\mathbf G'}i(\mathbf k+\mathbf G')_\alpha
\beta_j^*(\mathbf k+\mathbf G')e^{i\mathbf G'\cdot\boldsymbol\tau}c(\mathbf G').
\end{align}
Splitting the prefactor of (\ref{eq:sep}) into its two original terms gives
\begin{equation}
(V^{\rm sep}c)(\mathbf G)=\frac{e^{-i\mathbf G\cdot\boldsymbol\tau}}{\Omega}
\sum_{ij}\beta_i(\mathbf k+\mathbf q+\mathbf G)D_{ij}
\left[-i(\mathbf k+\mathbf q+\mathbf G)_\alpha p_j+p_{j\alpha}\right].
\end{equation}
The full matrix in $\mathbf G$ and $\mathbf G'$ need not be formed. For a fixed number of projectors, the work grows linearly with the number of plane waves.

A model zincblende lattice makes the factors concrete. Its lattice constant is $10$ bohr, its cell volume is $250$ bohr$^3$, and its ions A and B have charges $3$ and $5$. The local potential is
\begin{equation}
v(r)=-\frac Zr\,{\rm erf}\!\left(\frac{r}{\sqrt2\,r_c}\right)+A_c e^{-r^2/(2r_c^2)} .
\end{equation}
The first term is the potential energy in the field of a Gaussian charge of width $r_c$. Its Laplacian is $4\pi Z$ times the normalized Gaussian, whose transform is $e^{-Q^2r_c^2/2}$. Equation (\ref{eq:laplace}) and the ordinary Gaussian integral for the second term give
\begin{equation}
v(Q)=\left[-\frac{4\pi Z}{Q^2}+A_c(2\pi)^{3/2}r_c^3\right]e^{-Q^2r_c^2/2}.
\label{eq:modelv}
\end{equation}

The $s$ projector is $\beta_s=\pi^{-3/4}\rho^{-3/2}e^{-r^2/(2\rho^2)}$, and the three $p$ projectors are $\beta_a=\sqrt2\,(r_a/\rho)\beta_s$. All are normalized. The Gaussian integral gives
\begin{equation}
\beta_s(\mathbf K)=2^{3/2}\pi^{3/4}\rho^{3/2}e^{-K^2\rho^2/2},
\qquad
\beta_a(\mathbf K)=-i\sqrt2\,\rho K_a\beta_s(\mathbf K).
\end{equation}
The second result follows because multiplication by $r_a$ becomes $i\partial/\partial K_a$ after transformation. With strengths $D_s$ and $D_p$,
\begin{equation}
S(\mathbf K,\mathbf K')=8\pi^{3/2}\rho^3e^{-(K^2+K'^2)\rho^2/2}
\left(D_s+2D_p\rho^2\mathbf K\cdot\mathbf K'\right).
\label{eq:models}
\end{equation}

Let ion B move along $x$. Its parameters are $r_c=0.8$ bohr, $A_c=3$ Ha, $\rho=0.8$ bohr, $D_s=1$ Ha and $D_p=0.5$ Ha, with $\boldsymbol\tau=(2.5,2.5,2.5)$ bohr. Take $\mathbf k=(0.20,0.10,0.05)$, $\mathbf q=(0.1257,-0.1257,0.3770)$, $\mathbf G=(-0.6283,0.6283,0.6283)$ and $\mathbf G'=(0.6283,0.6283,-0.6283)$, all in bohr$^{-1}$. The transfer is $(-1.1310,-0.1257,1.6336)$ bohr$^{-1}$, and (\ref{eq:modelv}) gives $v=2.346$ Ha\,bohr$^3$. Since $(\mathbf G-\mathbf G')\cdot\boldsymbol\tau=0$, the structure phase is one. The local element is
\begin{equation}
-i\,\frac{(-1.1310)(2.346)}{250}=0.01061\,i\ \hbox{Ha/bohr}.
\end{equation}
For the separable element, $K^2=1.568$, $K'^2=1.551$ and $\mathbf K\cdot\mathbf K'=-0.422$ in bohr$^{-2}$. Equation (\ref{eq:models}) then gives $S=6.13$ Ha\,bohr$^3$, and the same prefactor yields $0.0278\,i$ Ha/bohr. For this pair of wave vectors the separable contribution is the larger one.

These formulas were tested against finite displacements in a supercell of 125 cells, for both ions, all three directions and three pairs of reciprocal vectors. The largest deviation was $1.3\times10^{-10}$ Ha/bohr. The comparison included the absent transfer $-\mathbf q$ for the complex wave and the factor one half for the cosine wave.

This part has derived the local and separable matrix elements of the first-order potential for one displaced sublattice and checked them against finite displacements in a supercell. What remains is their behaviour as $\mathbf q\to0$, where the Coulomb tail of the local potential requires separate treatment.
